# Grid spacing and box size for a silicon donor

A real-space calculation asks for a grid spacing and a box size, and sometimes for a way to represent a singular potential. For the single-valley silicon donor these settings can be judged from theory. On a cylindrical grid whose kinetic and Coulomb terms are integrated over the same ring-shaped cells, the binding energy extrapolates to

$$B=31.26\ \text{meV}\qquad(5.01\times10^{-21}\ \text{J}).$$

A radial spacing of 0.4 nm with an axial spacing of 0.2 nm already lies within about 0.01 meV of this limit; with 0.4 nm in both directions the error is 0.08 meV. If the Coulomb potential is instead sampled at cell centres, the same spacing overbinds by 0.87 meV. The value belongs to the model with the masses and permittivity below; it is not the measured level of a particular donor.

## The equation being solved

Near one conduction-band valley the electron has mass $m_l=0.9163\,m_0$ along the valley axis $z$ and $m_t=0.1905\,m_0$ across it. The donor ion is a point charge screened by a constant permittivity $\varepsilon=11.4$. The envelope $\psi$ is assumed to vary slowly on the scale of the lattice, and the other valleys are ignored. Define

$$C_t=\frac{\hbar^2}{2m_t}=200.00,\qquad C_l=\frac{\hbar^2}{2m_l}=41.58\ \text{meV nm}^2,$$

$$K=\frac{e^2}{4\pi\varepsilon_0\varepsilon}=126.31\ \text{meV nm}.$$

The ground state of this Hamiltonian is non-degenerate and has no nodes. It therefore shares the symmetry of the Hamiltonian: it does not depend on the azimuthal angle and is even in $z$. With $r=\sqrt{\rho^2+z^2}$ it obeys

$$-\frac{C_t}{\rho}\frac{\partial}{\partial\rho}\left(\rho\frac{\partial\psi}{\partial\rho}\right)-C_l\frac{\partial^2\psi}{\partial z^2}-\frac{K}{r}\psi=E\psi ,\qquad B=-E .$$

Only the quarter plane $\rho\ge0$, $z\ge0$ needs a mesh. Evenness gives $\partial\psi/\partial z=0$ on $z=0$.

## Cells that need no rule at the axis

Put cell faces at $\rho=0,h,2h,\dots$ and $z=0,h_z,2h_z,\dots$, and unknowns at the cell centres $(\rho_i,z_j)$. Each cell is a ring of volume $2\pi v_i$, where $v_i=\rho_i h h_z$. Multiply the equation by $\rho$ and integrate over one cell; the common factor $2\pi$ cancels. The radial derivative integrates to a difference of face fluxes. Replacing each face derivative by a difference of neighbouring values gives

$$-C_t\frac{h_z}{h}\left[\rho_+(\psi_{i+1,j}-\psi_{ij})-\rho_-(\psi_{ij}-\psi_{i-1,j})\right]$$
$$-C_l\frac{\rho_i h}{h_z}\left[\psi_{i,j+1}-2\psi_{ij}+\psi_{i,j-1}\right]-K w_{ij}\psi_{ij}=E\,v_i\psi_{ij},$$

where $\rho_\pm=\rho_i\pm h/2$ and $w_{ij}$ is the integral of $\rho/r$ over the cell.

In the first column $\rho_-=0$. The inner flux vanishes because that face has no area, so the factor $1/\rho$ is never evaluated at the axis and no extra boundary condition is imposed there. In the first row the flux through $z=0$ is dropped by symmetry. At an outer wall $\psi=0$ on the face, half a cell from the last centre, so the outward derivative is $-\psi/(h/2)$, or $-\psi/(h_z/2)$ at the top.

The function $\rho^2$, whose Laplacian is 4, shows that the first column is treated as well as the others. At a face between two centres,

$$\frac{\rho_{i+1}^2-\rho_i^2}{h}=\rho_{i+1}+\rho_i=2\rho_+ .$$

The net radial flux is then $2(\rho_+^2-\rho_-^2)=4\rho_i h$. Division by $\rho_i h$ gives 4 in every cell not touching the outer wall, including the one at the axis.

The matrix problem has the form $A\psi=EM\psi$, with $M$ the diagonal matrix of cell volumes. Setting $\phi=M^{1/2}\psi$ turns it into the symmetric problem $M^{-1/2}AM^{-1/2}\phi=E\phi$.

With $K=0$ the solution in a cylinder of radius $R$ and half-height $Z$ is a Bessel function times a cosine, with energy

$$E=C_t\left(\frac{2.4048}{R}\right)^2+C_l\left(\frac{\pi}{2Z}\right)^2 .$$

For $R=24$ nm and $Z=12$ nm this is 2.7205 meV. Between $h=0.4$ and 0.2 nm, with $h_z=h/2$, the grid error falls with a measured order of 2.000. The axis and the walls are thus second-order accurate when no singular potential is present.

## Coulomb integral over the same cells

The integral $w_{ij}$ has a closed form. Let

$$F(\rho,z)=\tfrac12\left[z r+\rho^2\,\text{arsinh}(z/\rho)\right].$$

Since $\partial_z\,\text{arsinh}(z/\rho)=1/r$,

$$\partial_zF=\tfrac12\left[r+\frac{z^2}{r}+\frac{\rho^2}{r}\right]=r,\qquad \partial_\rho\partial_zF=\frac{\rho}{r}.$$

Integrating back over a cell leaves the corner values:

$$w_{ij}=F(\rho_+,z_+)-F(\rho_-,z_+)-F(\rho_+,z_-)+F(\rho_-,z_-).$$

On the axis $F(0,z)=z^2/2$, because $\rho^2\,\text{arsinh}(z/\rho)\to0$. The nucleus sits at a corner of the first cell and causes no divergence. For a cell of 0.4 nm by 0.2 nm at the nucleus, $r=0.4472$ nm at the far corner, and

$$w_{00}=\tfrac12\left[0.08944+0.16\times0.48121\right]-0.02=0.06322\ \text{nm}^2 .$$

The centre value would give $0.08\times0.2/0.2236=0.0716$ nm², which is 13% too much attraction in this cell.

## Why point sampling converges poorly

The excess attraction is not confined to the first cell. Compare two grids with the same kinetic matrix, one using $w_{ij}$ and the other the midpoint value of $f=\rho/r$ times $hh_z$. To first order in the change of potential, the excess binding is

$$\Delta B=4\pi K\sum_{ij}\left[f(\rho_i,z_j)\,hh_z-w_{ij}\right]\psi_{ij}^2 .$$

The factor $4\pi$ is $2\pi$ from the angle times 2 from the two signs of $z$. A Taylor expansion about the cell centre gives the leading midpoint error,

$$f\,hh_z-w=-\frac1{24}\int_{\text{cell}}\left(h^2\partial_\rho^2f+h_z^2\partial_z^2f\right)d\rho\,dz .$$

Consider distances much larger than $h$ but much smaller than the size $a$ of the state, where $\psi^2$ is close to its value $n_0$ at the nucleus. Integrate over the part of the quarter plane between two arcs centred on the nucleus. Both second derivatives become boundary terms.

- On the arcs, $\partial_\rho f$ and $\partial_z f$ scale as $1/r$ while the arc length scales as $r$. The outer and inner contributions are equal and cancel.
- On $z=0$, the $z$ term vanishes because $\partial_zf=-\rho z/r^3=0$.
- On the axis, the outward normal points towards $-\rho$, and $\partial_\rho f=z^2/r^3=1/z$. This leaves $\int\partial_\rho^2f\,d\rho\,dz=-\int dz/z$.

The two minus signs combine to an overbinding. The range of $z$ runs from about $h$ to about $a$, so

$$\Delta B\simeq4\pi Kn_0\,\frac{h^2}{24}\left[\ln\frac ah+\text{constant}\right].$$

Each halving of $h$ should increase $\Delta B/h^2$ by $4\pi Kn_0\ln2/24$. The density $n_0$ comes from the grid itself. Near the nucleus $\psi$ has a cusp, so the density in the first cell differs from $n_0$ by a term linear in $h$; twice the value at 0.1 nm minus the value at 0.2 nm removes it. The result is $n_0=0.0409$ nm⁻³. Its last digit is not converged: the same rule one halving finer gives 0.0410, and the converged value is 0.0411, a shift of 0.3% that leaves the figure below unchanged to three digits. The predicted growth is

$$\frac{4\pi\times126.31\times0.04094\times0.6931}{24}=1.88\ \text{meV nm}^{-2}.$$

With $R=24$ nm, $Z=12$ nm and $h_z=h/2$ held fixed, $\Delta B/h^2$ is 5.52, 7.29 and 9.09 meV nm⁻² at $h=0.4$, 0.2 and 0.1 nm. The last increase is 1.80, or 4% below the prediction. At 0.1 nm point sampling still overbinds by 0.09 meV relative to the extrapolated limit, while the cell-integrated potential is low by less than 0.001 meV.

## Extrapolating the spacing

With the cell-integrated potential, the remaining error can be estimated by scaling. Replacing $\psi^2$ by its centre value in a cell at distance $r$ costs an energy density with terms of order $h^2V'(\psi^2)'$ and $h^2V(\psi^2)''$, where a prime denotes a derivative along a grid direction. Near the nucleus these terms are of order $h^2/r^2$. The flux differences contribute terms of order $h^2\psi'\psi'''$, again $h^2/r^2$ near a cusp. Multiplied by the volume element $r^2dr$, both have finite integrals, so there is an ordinary $h^2$ term. The expansion fails within a distance of about $h$, and the part lost there is of order $h^3$. This argument, which is an estimate and not a proof, suggests

$$B(h)=B_0+c_2h^2+c_3h^3 .$$

For spacings $h$, $2h$ and $4h$, seek weights that sum to one and cancel both error terms:

$$w_1+w_2+w_4=1,\quad w_1+4w_2+16w_4=0,\quad w_1+8w_2+64w_4=0.$$

Subtracting the second condition from the third gives $w_2=-12w_4$. The second then gives $w_1=32w_4$, and the first gives $w_4=1/21$. Hence

$$B_0=\frac{32B(h)-12B(2h)+B(4h)}{21}.$$

In the 24 nm box the bindings at $h=0.8$, 0.4, 0.2 and 0.1 nm are 31.1744, 31.2519, 31.2604 and 31.2616 meV. The three finest give

$$B_0=\frac{32(31.2616)-12(31.2604)+31.2519}{21}=31.2618\ \text{meV}.$$

The three coarsest give 31.2612 meV, so the limit is stable to less than 0.001 meV.

The fitted coefficients are $c_2=-0.006$ meV nm⁻² and $c_3=-0.139$ meV nm⁻³. The quadratic term is small at these spacings. Measured against the variational value found below, 31.2619 meV, the error falls by factors of about 9, 7 and 5 in the three successive halvings, drifting towards the factor of 4 that an $h^2$ term gives on fine grids. No reason for the small $c_2$ has been derived here. The error changes sign with the cell shape: at $h=0.4$ nm the binding is off by $-0.081$, $-0.010$ and $+0.003$ meV for $h_z=h$, $h/2$ and $h/4$. This points to a partial cancellation at these masses and this cell shape, which should not be relied on elsewhere. Three grids also force higher-order errors into the two coefficients, so neither is converged: the same fit on $h=0.2$, 0.1 and 0.05 nm gives $c_2=-0.020$ meV nm⁻² and $c_3=-0.082$ meV nm⁻³, and raises the limit by about 0.0001 meV.

## A case with a known answer

Set $C_l=C_t$, so that the donor is a scaled hydrogen atom. For $\psi=e^{-r/a}$,

$$-C_t\left(\psi''+\frac2r\psi'\right)=\left(-\frac{C_t}{a^2}+\frac{2C_t}{ar}\right)\psi .$$

The $1/r$ term cancels the Coulomb term if $a=2C_t/K=3.17$ nm. What remains is

$$B=\frac{C_t}{a^2}=\frac{K^2}{4C_t}=19.9437\ \text{meV}.$$

A grid with $R=Z=28$ nm and $h_z=h$ gives 19.9324, 19.9412 and 19.9430 meV at $h=0.4$, 0.2 and 0.1 nm. These extrapolate to 19.9436 meV. Here the error falls by a factor of about 4 per halving, so the faster convergence seen above is not general.

Going from this case to silicon lowers $C_l$ from 200 to 41.58 meV nm² with everything else fixed. Confinement along $z$ then costs less kinetic energy, and the binding rises to 31.26 meV. The state flattens: its rms extent is 1.32 nm along $z$, while $\sqrt{\langle\rho^2\rangle}=3.39$ nm, or 2.40 nm along each transverse direction.

## Choosing and extrapolating the box

Far from the donor the Coulomb term is small, and decay across the valley axis follows $C_t\kappa_t^2=B$. Along the axis $C_l\kappa_l^2=B$. Therefore

$$\kappa_t=\sqrt{31.26/200.00}=0.395,\qquad\kappa_l=\sqrt{31.26/41.58}=0.867\ \text{nm}^{-1}.$$

A wall at $R$ forces the decaying solution to mix with a growing one, as in $e^{-\kappa_t\rho}-e^{-2\kappa_tR}e^{\kappa_t\rho}$, which vanishes at $\rho=R$. The admixture, and with it the loss of binding, scales as $e^{-2\kappa_tR}$ apart from slowly varying factors. The two walls are balanced when $\kappa_tR=\kappa_lZ$, that is

$$\frac ZR=\sqrt{\frac{C_l}{C_t}}=0.456 .$$

The choice $Z=R/2$ used here is slightly generous along $z$, so the side wall sets the slowest decay.

Suppose three boxes of equally spaced radii give successive increases $d_1$ and $d_2$, with $q=d_2/d_1$. If later increases keep the same ratio, what is still missing after the third box is

$$d_2(q+q^2+\cdots)=\frac{d_2q}{1-q}.$$

At $h=0.2$ nm, radii of 12, 15 and 18 nm give 31.1093, 31.2417 and 31.2583 meV. Then $d_1=0.1323$ meV, $d_2=0.0166$ meV, $q=0.1255$, and the tail is 0.0024 meV. The predicted 31.2607 meV compares with 31.2604 meV in the 24 nm box. The small overshoot arises because $q$ is not constant. It falls to 0.112 for the boxes of 18, 21 and 24 nm, still above the purely exponential value $e^{-6\kappa_t}=0.093$ for steps of 3 nm. From these larger boxes the remaining tail is 0.00003 meV.

Spacing and box can be extrapolated separately if the wall shift hardly depends on $h$. Between 12 and 24 nm the shift is 0.1514 meV at $h=0.4$ nm and 0.1511 meV at 0.2 nm. Adding the tail to the spacing limit is therefore justified, and the result stays at 31.2618 meV.

## A comparison without a grid

A variational calculation shares none of these errors. Take a sum of functions $e^{-a\rho^2-bz^2}$. For a pair of them let $A=a+a'$ and $D=b+b'$. The overlap is $S=\pi^{3/2}/(A\sqrt D)$. In the product Gaussian $\langle\rho^2\rangle=1/A$ and $\langle z^2\rangle=1/(2D)$, so the kinetic element, written with one gradient on each function, is

$$T=S\left(\frac{4C_taa'}{A}+\frac{2C_lbb'}{D}\right).$$

For the Coulomb element write $1/r=(2/\sqrt\pi)\int_0^\infty e^{-u^2r^2}du$, do the Gaussian integrals, and substitute $t=u/\sqrt{D+u^2}$:

$$V=-2\pi K\int_0^\infty\frac{du}{(A+u^2)\sqrt{D+u^2}}=-2\pi K\int_0^1\frac{dt}{A+(D-A)t^2}.$$

The last integral is elementary. Sixteen values of $a$ in geometric steps from 0.003 to 600 nm⁻², each with $b/a=0.6$, 1.3, 2.8, 6 and 13, give 31.2619 meV. Apart from rounding, this is a lower bound on the model's binding energy. The grid limit lies 0.0001 meV below it. Because the variational value is itself only a bound, this gap does not fix the grid's remaining error. In the equal-mass case, however, the same set of exponents gives 19.9437 meV, equal to the exact level to the digits shown.

## Settings for this and similar donors

1. Place the nucleus at a cell corner on the axis and integrate the potential over the cells that carry the fluxes.
2. Start with a cell shape similar to that of the state. Here $h_z=h/2$ is close to the ratio of the rms extents, 1.32 to 2.40; square cells are about eight times worse at $h=0.4$ nm, while $h_z=h/4$ gives an error of the opposite sign that is smaller at 0.4 nm and of similar size at 0.2 nm.
3. For an error near 0.01 meV, $h=0.4$ nm with $h_z=h/2$ and $R=18$ nm with $Z=R/2$ suffice: the spacing costs 0.010 meV and the walls 0.002 meV.
4. For a tighter result use three spacings and three boxes, and check that the wall shift is the same at two spacings.

To transfer these lengths, measure them in units of $\lambda=C_t/K=1.58$ nm. With $\mathbf r=\lambda\mathbf r'$, both the transverse kinetic term and the Coulomb term acquire the factor $K^2/C_t$, and the equation then depends on $C_l/C_t$ alone. At fixed mass ratio, suitable spacings and boxes therefore scale as $\varepsilon/m_t$, and $B$ scales as $m_t/\varepsilon^2$. A different mass ratio needs its own convergence study.

## What the converged number leaves out

The masses and permittivity are typical of silicon, but the permittivity matters far more than the last digits of the grid. With $\varepsilon=11.7$ instead, the binding is $31.26(11.4/11.7)^2=29.68$ meV.

A phosphorus donor in silicon is bound by roughly 45 meV. The assumption it breaks is that of a single valley with a smoothly screened potential. Silicon has six valleys, at about $q_0=0.85\times2\pi/(0.543\ \text{nm})=9.84$ nm⁻¹ from the zone centre. In the symmetric combination each valley couples to four others at distance $\sqrt2q_0$ and to one at $2q_0$. At such large $q$ the Coulomb coupling is about $4\pi Kn_0/q^2$, if the overlaps of the Bloch functions are set to one for these direct separations. Adding a reciprocal lattice vector gives other separations, some of them shorter; their contributions depend on the detailed Bloch functions and are left out here, although they need not be small. The added binding is then

$$4\pi Kn_0\left(\frac4{2q_0^2}+\frac1{4q_0^2}\right)=1.5\ \text{meV}.$$

Without screening at these short distances, $K$ is larger by the factor 11.4 and the estimate becomes 17 meV. The two figures are first-order estimates, not bounds, and they omit the donor's own core potential. They suggest that the missing physics can reach about half of the model's 31.26 meV, which no refinement of the grid can repair.

Conditions of use matter too. The thermal energy is 6.6 meV at 77 K and 25.9 meV at 300 K, the latter comparable to the binding. In an electric field that exerts a force $F$ on the electron (in meV/nm), the potential energy along the direction of the force, $-K/r-Fr$, has its top at $r=\sqrt{K/F}$, with height $-2\sqrt{KF}$. It meets the unperturbed level when $F=B^2/(4K)=1.93$ meV/nm, which corresponds to a field of 0.019 MV/cm; tunnelling can empty the donor at lower fields. Finally, with an effective radius $(\pi n_0)^{-1/3}=1.98$ nm, the rough criterion that states merge when the cube root of the density times this radius reaches 0.25 gives $2\times10^{18}$ cm⁻³. The isolated-donor model requires densities well below that. The main computed values are in the numerical output below.

## Numbers as computed

```
masses mt, ml: 0.1905, 0.9163 m0; permittivity 11.4
Ct, Cl: 200.00, 41.58 meV nm^2; K: 126.31 meV nm
corner cell 0.4 x 0.2 nm, integral of rho/r: 0.063218 nm^2
empty cylinder: exact level 2.72050 meV
empty cylinder: measured order 2.000
equal masses: exact binding 19.9437 meV
equal masses: h = 0.4 nm, binding 19.9324 meV
equal masses: h = 0.2 nm, binding 19.9412 meV
equal masses: h = 0.1 nm, binding 19.9430 meV
equal masses: grid limit 19.9436 meV
equal masses: Gaussian basis 19.9437 meV
donor, R = 24 nm: h = 0.8 nm, binding 31.1744 meV
donor, R = 24 nm: h = 0.4 nm, binding 31.2519 meV
donor, R = 24 nm: h = 0.2 nm, binding 31.2604 meV
donor, R = 24 nm: h = 0.1 nm, binding 31.2616 meV
limit from h = 0.8, 0.4, 0.2 nm: 31.2612 meV
limit from h = 0.4, 0.2, 0.1 nm: 31.2618 meV
limit from h^2 alone, two finest: 31.2620 meV
fit c2: -0.0061 meV/nm^2, c3: -0.1394 meV/nm^3
box R = 12 nm, h = 0.2 nm: binding 31.10934 meV
box R = 15 nm, h = 0.2 nm: binding 31.24166 meV
box R = 18 nm, h = 0.2 nm: binding 31.25827 meV
box R = 21 nm, h = 0.2 nm: binding 31.26021 meV
box R = 24 nm, h = 0.2 nm: binding 31.26043 meV
boxes 12, 15, 18 nm: ratio 0.1255, tail 0.00238 meV
boxes 18, 21, 24 nm: ratio 0.1116, tail 0.000027 meV
wall shift 12 to 24 nm, h = 0.4 nm: 0.1514 meV
wall shift 12 to 24 nm, h = 0.2 nm: 0.1511 meV
FINAL grid binding: 31.2618 meV
Gaussian variational binding: 31.2619 meV
density at nucleus, grid: 0.04094 nm^-3
density at nucleus, Gaussian: 0.04069 nm^-3
rms rho, rms z: 3.388, 1.318 nm
point sampling h = 0.4 nm: 32.1356 meV, excess/h^2 5.523 meV/nm^2
point sampling h = 0.2 nm: 31.5519 meV, excess/h^2 7.286 meV/nm^2
point sampling h = 0.1 nm: 31.3525 meV, excess/h^2 9.087 meV/nm^2
excess/h^2 growth per halving, predicted: 1.877 meV/nm^2
excess/h^2 growth, last halving: 1.801 meV/nm^2
intervalley shift, bulk screening: 1.51 meV
intervalley shift, no screening: 17.2 meV
binding with permittivity 11.7: 29.68 meV
thermal energy at 77 K, 300 K: 6.64, 25.85 meV
field for barrier top at the level: 0.0193 MV/cm
effective radius: 1.98 nm
rough merging density: 2.0e+18 cm^-3
```
